Sphere charges of a model dimer from PAW projections

**The problem**

A single electron of mass m is bound by two identical wells, A and B, a distance d = 150 pm apart. Each well has zero range: the electron is free everywhere except at the two centres. Near a centre, with r the distance from it, the spherical average f₀(r) of the orbital must obey

r f₀(r) = constant × (1 − r/a) + terms of order r², a = 100 pm.

One well alone binds the orbital e^(−r/a)/r, so a is the size of the "atom". These are round model parameters and stand for no material.

The electron occupies the bonding orbital ψ, the symmetric combination of the two wells. Put a sphere of radius R < d around A, with the polar axis pointing to B and u = cos θ. By symmetry about the axis,

ψ = Σ_l f_l(r) Y_l0, Y_l0 = √[(2l+1)/4π] L_l(u),

with the Legendre polynomials L₀ = 1, L₁ = u, L₂ = (3u²−1)/2. The l-projected sphere charge, in units of the electron's charge, is

Q_l(R) = ∫₀ᴿ f_l² r² dr.

The projector augmented-wave (PAW) method obtains it from a smooth orbital ψ̃, which replaces ψ near the centres, and from tabulated partial waves φ_l.

(a) Find the PAW projections and the partial-wave norms for l = 0, 1, 2 (s, p, d).
(b) Find the charges for R = 50, 75 and 100 pm. At 75 pm the spheres touch.
(c) Do the charges of both spheres add up to one electron? Can they be read as properties of the orbital, independent of R?

**A first estimate by scaling**

Treat the dimer as two undisturbed atoms with half an electron each. For one atom, ∫(e^(−r/a)/r)² d³r = 4π∫₀^∞ e^(−2r/a) dr = 2πa, so half an electron has the density e^(−2r/a)/(4πa r²). The s charge is then

Q_s ≈ (1/a)∫₀ᴿ e^(−2r/a) dr = ½(1 − e^(−2R/a)).

This gives 0.316, 0.388 and 0.432 at the three radii. For R ≪ a it is R/a, linear in the radius.

An s-wave atom has no p charge about its own centre, but the tail of B crosses sphere A. The tail varies smoothly there, so its Taylor expansion about A starts the p part at r¹ and the d part at r². Squaring and integrating with r² dr gives

Q_p ∝ R⁵, Q_d ∝ R⁷.

Doubling R should multiply these charges by 32 and 128. For the size of Q_p, the slope of e^(−s/a)/s at s = d has magnitude

G = e^(−d/a)[1/(ad) + 1/d²] = 0.2231 × 1.111×10⁻⁴ pm⁻² = 2.48×10⁻⁵ pm⁻².

The p part of the density is G²r²u²/(4πa). The angular integral of u² is 4π/3 and the radial one is R⁵/5, so

Q_p ≈ G²R⁵/(15a),

which is 1.3×10⁻⁴ at 50 pm and 4.1×10⁻³ at 100 pm.

The estimate says that all charges depend on R, at very different rates. Its s charges for two spheres add up to 1 − e^(−2R/a), which stays below one. Whether that survives in the dimer, where the spheres may overlap, needs the exact orbital.

**The exact solution**

*The orbital.* Away from the centres, −(ħ²/2m)∇²ψ = Eψ. With E = −ħ²κ²/2m this reads ∇²ψ = κ²ψ, which the decaying function e^(−κr)/r satisfies for r > 0. The symmetric combination is

ψ = 𝒩 [e^(−κr_A)/r_A + e^(−κr_B)/r_B].

We need the angular integral of B's term on a sphere of radius r about A. From r_B² = r² + d² − 2rdu it follows that r_B dr_B = −rd du at fixed r, so

∫₋₁¹ du e^(−κr_B)/r_B = (1/rd)∫ e^(−κs) ds, from s = |r−d| to r+d,
= [e^(−κ|r−d|) − e^(−κ(r+d))]/(κrd).

Write S = e^(−κd). For r < d, half this integral is the spherical average of the tail, S sinh(κr)/(κrd). The spherical average of ψ is therefore

𝒩 [e^(−κr) + (S/κd) sinh κr]/r
= 𝒩 [cosh κr − (1 − S/κd) sinh κr]/r.

Near r = 0 the bracket is 1 − (κ − S/d)r, and the boundary condition demands

κ − e^(−κd)/d = 1/a.

The left side grows with κ, since its derivative is 1 + e^(−κd), so there is one solution: κ = 0.011236 pm⁻¹. Then κd = 1.68537 and S = 0.18537, and indeed 0.011236 − 0.18537/150 = 0.01000 pm⁻¹. The energy is −7.71×10⁻¹⁹ J, below the −6.10×10⁻¹⁹ J of one well.

For the normalisation, each squared term integrates to 4π∫₀^∞ e^(−2κr) dr = 2π/κ. The product of the two terms, with the angular integral above, gives

(2π/κd)∫₀^∞ [e^(−κr−κ|r−d|) − e^(−2κr−κd)] dr
= (2π/κd)[Sd + S/2κ − S/2κ] = 2πS/κ.

Here Sd comes from r < d, the first S/2κ from r > d, and the last from the second exponential. The product occurs twice in ψ², so 1 = 𝒩²(4π/κ)(1+S), or

4π𝒩² = κ/(1+S).

*The partial waves.* Inserting f_l Y_l0 into ∇²ψ = κ²ψ gives

f_l″ + (2/r)f_l′ − l(l+1)f_l/r² = κ²f_l.

For l = 0, r f₀ is a combination of cosh κr and sinh κr. Choosing value 1 and slope −1/a at the centre gives

φ_s = [cosh κr − g sinh κr]/r, g = 1/(κa) = 0.89001.

For l ≥ 1 there is no well to feel, and the solution must be regular at r = 0. With x = κr, define

i₀ = sinh x/x, i₁ = i₀′, i₂ = i₁′ − i₁/x,

and take φ_p = κi₁(κr), φ_d = κi₂(κr). To see that these are solutions, note that i₀″ + 2i₀′/x = i₀ can be read as

i₁′ = i₀ − 2i₁/x.

Differentiating it gives i₁″ + 2i₁′/x − 2i₁/x² = i₁, the equation for l = 1. It also gives i₂ = i₀ − 3i₁/x, whose derivative is

i₂′ = i₁ − (3/x)(i₁′ − i₁/x) = i₁ − 3i₂/x.

Inserting i₁ = i₂′ + 3i₂/x into i₂ = i₁′ − i₁/x yields i₂″ + 2i₂′/x − 6i₂/x² = i₂, the equation for l = 2. For small x the functions start as i₀ ≈ 1 + x²/6, i₁ ≈ x/3 and i₂ ≈ x²/15.

*What the projection measures.* In sphere A, then, f_l = P_l φ_l with constants P_l. One partial wave per l suffices because it is taken at the energy of the orbital itself. Two partial waves in one channel would add a cross term when f_l is squared.

Choose an augmentation radius r_c < d/2. It limits the region where the orbital is made smooth and has nothing to do with the counting radius R. For r < r_c replace φ_s by

φ̃_s = b₀ + b₂r², b₂ = φ_s′(r_c)/(2r_c), b₀ = φ_s(r_c) − r_c φ_s′(r_c)/2,

which has the value and slope of φ_s at r_c. The p and d waves are smooth already, so φ̃_l = φ_l for them. Construct ψ̃ by the same matching of the s part of ψ. Since b₀ and b₂ are linear in the matched function, the s part of ψ̃ is P_s φ̃_s, with the same P_s as outside.

Now take a projector p̃_l(r) that vanishes beyond r_c and satisfies ∫p̃_l φ̃_l r² dr = 1. The angular functions are orthonormal, so

⟨p̃_l Y_l0|ψ̃⟩ = P_l ∫p̃_l φ̃_l r² dr = P_l.

The smooth orbital thus delivers the coefficient of the true partial wave, and

Q_l(R) = P_l² N_l(R), N_l(R) = ∫₀ᴿ φ_l² r² dr.

Multiplying φ_l and φ̃_l by a factor λ divides P_l by λ and leaves Q_l unchanged. A projection alone is therefore not a charge. The norm must also be that of the true wave: within 50 pm, with r_c = 50 pm, the smooth s wave holds 0.106 electrons and the true one 0.306.

*The projections.* Since Y₀₀ = 1/√(4π), comparing the spherical average of ψ with φ_s gives P_s = √(4π)𝒩, hence

P_s² = κ/(1+S) = 0.011236/1.18537 = 9.479×10⁻³ pm⁻¹.

The p and d parts come from the tail F(s) = e^(−κs)/s of B. It is regular at A, so for r < d it equals Σ C_l i_l(κr)L_l(u). On the axis towards B, where u = 1 and L_l = 1, the distance to B is d − r and

F(d) − F′(d)r + ½F″(d)r² + … = C₀(1 + κ²r²/6) + C₁κr/3 + C₂κ²r²/15 + …

Terms with l ≥ 3 start at r³ and do not enter. The constant terms give C₀ = S/d. The terms in r give C₁ = −3F′(d)/κ, and with −F′(d) = S(κ/d + 1/d²),

C₁ = 3κk₁, k₁ = S[1/(κd) + 1/(κd)²].

The terms in r² give C₂ = (15/κ²)[½F″(d) − κ²C₀/6]. With F″(d) = S(κ²/d + 2κ/d² + 2/d³), the bracket is S[κ²/(3d) + κ/d² + 1/d³], so

C₂ = 5κk₂, k₂ = S[1/(κd) + 3/(κd)² + 3/(κd)³].

Now L_l = √[4π/(2l+1)] Y_l0 and φ_l = κi_l. The coefficient of φ_l Y_l0 in ψ is therefore 𝒩(2l+1)k_l √[4π/(2l+1)], that is

P_l² = (2l+1) k_l² P_s², l = 1, 2.

Numerically k₁ = 0.18537 × (0.5933 + 0.3521) = 0.17525 and k₂ = 0.18537 × (0.5933 + 1.0562 + 0.6267) = 0.4219. This gives

P_p² = 8.73×10⁻⁴ pm⁻¹, P_d² = 8.44×10⁻³ pm⁻¹.

P_d² is nearly as large as P_s², yet the d charge will turn out tiny, because φ_d starts as r² while φ_s starts as 1/r. The ratio φ_d/φ_s is only 0.019, 0.078 and 0.22 at 50, 75 and 100 pm, and it becomes comparable to one (0.81 at 149 pm) only as r approaches d.

*The norms.* Let x = κR. For the s wave, expand the square and use ∫cosh² = x/2 + sinh(2x)/4, ∫sinh² = sinh(2x)/4 − x/2 and ∫2 cosh sinh = sinh²x, all from 0 to x:

κN_s = (x/2)(1−g²) + (1+g²) sinh(2x)/4 − g sinh²x.

For l = 1, 2 write q = i_l and p = i_(l−1). Then

κN_l = ½[x³(q² − p²) + (2l+1)x²pq].

The proof is by differentiation. The relations found above are, for both l,

q′ = p − (l+1)q/x, p′ = q + (l−1)p/x.

They give qq′ − pp′ = −[(l+1)q² + (l−1)p²]/x and (pq)′ = p² + q² − 2pq/x. The derivative of the square bracket is

3x²(q²−p²) − 2x²[(l+1)q² + (l−1)p²] + (2l+1)x²(p²+q²),

the terms in x pq having cancelled. The factor of q² is 3 − 2l − 2 + 2l + 1 = 2, and that of p² is −3 − 2l + 2 + 2l + 1 = 0. Half of it is x²q², the integrand of κN_l, and the formula vanishes at x = 0 as it must.

*The charges.* At R = 75 pm, x = 0.84269 and 2x = κd. Hence, with S = 0.185375, sinh 2x = (1/S − S)/2 = 2.60455, cosh 2x = (1/S + S)/2 = 2.78992 and sinh²x = (cosh 2x − 1)/2 = 0.89496. Then

κN_s = 0.0876 + 1.1669 − 0.7965 = 0.4580, N_s = 40.76 pm,
Q_s = 9.479×10⁻³ × 40.76 = 0.3864.

In the same way N_p = 0.930 pm gives Q_p = 8.1×10⁻⁴, and N_d = 0.0184 pm gives Q_d = 1.6×10⁻⁴. For the three radii:

R = 50 pm: Q_s = 0.3061, Q_p = 0.00010, Q_d = 0.00001
R = 75 pm: Q_s = 0.3864, Q_p = 0.00081, Q_d = 0.00016
R = 100 pm: Q_s = 0.4462, Q_p = 0.00370, Q_d = 0.00124

Two spheres together hold 0.612, 0.775 and 0.902 electrons in s, p and d. For the touching spheres this is −1.24×10⁻¹⁹ C.

*Where the rest is.* Add the full charges of both spheres, with all l. A point outside both spheres is counted zero times, a point in one sphere once, and a point in the overlap lens twice. The whole orbital holds one electron, so

2(Q_s + Q_p + Q_d) = 1 − Q_out + Q_lens − Q_high,

where Q_high is the charge with l ≥ 3 in both spheres. The region integrals give

R = 75 pm: 1 − 0.22528 + 0 − 0.00007 = 0.77465,
R = 100 pm: 1 − 0.1228 + 0.0262 − 0.0011 = 0.9023.

Up to R = d/2 there is no lens and the sum must stay below one, because the orbital does not vanish outside the spheres.

Beyond that the sum can reach one. Differentiating the charge with respect to its upper limit gives

dQ_l/dR = P_l² R² φ_l(R)² ≥ 0.

For s it is strictly positive, since g < 1 makes cosh κR − g sinh κR positive. The sum therefore rises steadily and can equal one at no more than one radius. That radius exists here: R = 119.3 pm. There

1 − 0.0776 + 0.0850 − 0.0075 = 1.000 (to rounding).

The spheres have not become a partition of space. The charge counted twice happens to make up for the charge left out and the omitted high l.

So the answer to (c) is no on both counts, apart from that accidental radius. At the touching radius the s, p, d charge of one sphere grows by 2.8×10⁻³ electrons per picometre, while ψ and the P_l stay as they are. Dividing by the sum does not remove the dependence: the s share of the s, p, d charge falls from 99.96 % at 50 pm to 98.9 % at 100 pm. Unequal spheres are worse. With 75 pm at A and 50 pm at B, this symmetric dimer seems to carry 0.387 − 0.306 = 0.081 electrons more on A.

**Comparison of the two**

The estimated s charges, 0.316, 0.388 and 0.432, lie within about 3 % of the exact 0.306, 0.386 and 0.446. Part of this closeness is a cancellation. The estimate uses 1/a = 0.0100 pm⁻¹ in place of P_s² = 0.0095 pm⁻¹, which is too large. In place of N_s it uses (a/2)(1 − e^(−2R/a)), or 31.6, 38.8 and 43.2 pm, where the exact norms are 32.3, 40.8 and 47.1 pm. The reason the norm is too small is the energy. Both y = rφ_s and e^(−r/a) start at 1 with slope −1/a, but y″ = κ²y while the estimate has curvature 1/a² times itself. Their difference w obeys w″ = κ²w + (κ² − 1/a²)e^(−r/a) with w(0) = w′(0) = 0, and since κ > 1/a it is positive and grows with r.

For the neighbour's tail, the estimated Q_p of 1.3×10⁻⁴ and 4.1×10⁻³ compares with 1.0×10⁻⁴ and 3.7×10⁻³. Doubling R from 50 to 100 pm multiplies the charges as follows:

s: estimate 1.37, exact 1.46
p: estimate 32, exact 36.6
d: estimate 128, exact 142

The p and d factors exceed the pure powers because i₁ and i₂ grow faster than x and x². Their power series have further terms, all positive.

The scaling picture also tells what the p and d charges mean. The wells bind s waves alone, and no p or d orbital was put into the model. The p charge at A is B's s-like tail, expanded about the wrong centre. A sphere charge labelled p is thus no proof of an occupied atomic p orbital.

Where the estimate fails is the sum. Its s charge counts only each atom's own half electron, so the two estimated s charges stay below one at every R. The exact s, p, d sum passes one at 119.3 pm, beyond which the charge counted twice in the lens outweighs the charge outside and the omitted high l.

The results hold for R < d, where the expansion about A converges. The relation f_l = P_l φ_l up to that radius rests on two features of the model: the electron is free between the centres, so the equation separates in l throughout sphere A, and each partial wave is taken at the orbital's own energy. Where a neighbour's potential reaches into the sphere, or the partial waves belong to other energies, the derivation above does not apply. The numerical check compares the PAW charges with direct integration of the two-centre orbital, and finds the same projections from the smooth orbital for r_c = 50 and 70 pm.

Computed results

```
well length a = 100 pm, distance d = 150 pm
decay constant kappa = 0.011236 1/pm
kappa d = 1.68537, exp(-kappa d) = 0.18537
g = 1/(kappa a) = 0.89001
orbital energy = -7.7063e-19 J
single-well energy = -6.1043e-19 J
total charge by quadrature = 1.00000000 electrons
P_s = 0.097359 pm^-1/2, P_s^2 = 9.4787e-03 1/pm
P_p = 0.029553 pm^-1/2, P_p^2 = 8.7337e-04 1/pm
P_d = 0.091857 pm^-1/2, P_d^2 = 8.4377e-03 1/pm
from smooth orbital, r_c = 50 pm: P_s, P_p, P_d = 0.097359, 0.029553, 0.091857 pm^-1/2
from smooth orbital, r_c = 70 pm: P_s, P_p, P_d = 0.097359, 0.029553, 0.091857 pm^-1/2
R = 50.000 pm, kappa R = 0.56179
  norms N_s, N_p, N_d = 32.297, 0.11577, 0.0010336 pm
  charges Q_s, Q_p, Q_d = 0.306132, 0.000101, 0.000009 electrons
  spd sum, one sphere = 0.30624 electrons, both = 0.61248 electrons
  outside both = 0.38751, in both = 0.00000, l>=3 (both spheres) = 0.000002 electrons
  s share = 99.964 %, p share = 0.033 %
R = 75.000 pm, kappa R = 0.84269
  norms N_s, N_p, N_d = 40.761, 0.92987, 0.018448 pm
  charges Q_s, Q_p, Q_d = 0.386358, 0.000812, 0.000156 electrons
  spd sum, one sphere = 0.38733 electrons, both = 0.77465 electrons
  outside both = 0.22528, in both = 0.00000, l>=3 (both spheres) = 0.000068 electrons
  s share = 99.750 %, p share = 0.210 %
R = 100.000 pm, kappa R = 1.12358
  norms N_s, N_p, N_d = 47.073, 4.237, 0.14689 pm
  charges Q_s, Q_p, Q_d = 0.446190, 0.003700, 0.001239 electrons
  spd sum, one sphere = 0.45113 electrons, both = 0.90226 electrons
  outside both = 0.12275, in both = 0.02616, l>=3 (both spheres) = 0.001148 electrons
  s share = 98.905 %, p share = 0.820 %
R = 119.325 pm, kappa R = 1.34072
  norms N_s, N_p, N_d = 51.254, 11.052, 0.53662 pm
  charges Q_s, Q_p, Q_d = 0.485820, 0.009652, 0.004528 electrons
  spd sum, one sphere = 0.50000 electrons, both = 1.00000 electrons
  outside both = 0.07756, in both = 0.08502, l>=3 (both spheres) = 0.007458 electrons
  s share = 97.164 %, p share = 1.930 %
Q_l(100 pm)/Q_l(50 pm) for s, p, d = 1.458, 36.597, 142.115
d(spd sum, one sphere)/dR at 75 pm = 2.78022e-03 electrons/pm
false polarity, radii 75 and 50 pm = 0.08108 electrons
s charge within 50 pm: smooth wave = 0.10629, true wave = 0.30613 electrons
spd charge of both touching spheres = -1.2411e-19 C
```
